**Expectation values in Hooke's atom at k = 1/4**

The program tests three closed forms for the exact ground state $\psi\propto(1+r_{12}/2)\,e^{-(r_1^2+r_2^2)/4}$, in Hartree atomic units. With $D=8+5\sqrt\pi$ they are $\langle\delta^3(\mathbf r_{12})\rangle=1/(4\pi D)$, $\langle p_1^4+p_2^4\rangle=(78+73\sqrt\pi)/(8D)$ and $W=\langle p_{1i}G_{ij}p_{2j}\rangle=\sqrt\pi/(2D)$. Here $G_{ij}=(\delta_{ij}+n_in_j)/r_{12}$, and $\mathbf n$ is the unit vector along $\mathbf r_{12}$. The program asserts that these formulas and their intermediate moments agree to $10^{-8}$ with quadrature in the original electron coordinates, using Cartesian derivatives of $\psi$. It also asserts that the local energy is 2, that the lowest relative s level on a radial grid is 5/4, and that the ordering of the momenta in $W$ is immaterial. A momentum-space integral supports the norm definition of $\langle p^4\rangle$, and the pointwise integral of $\varphi\nabla^4\varphi$, with $\varphi$ the relative wave function, is shown to be too large by $4\pi\langle\delta^3(\mathbf r_{12})\rangle$. The output gives 0.004719, 1.5374 and 0.05256 for the three quantities, and $W$ vanishes within $10^{-9}$ when the correlation factor is removed.

## Verification by program

```python
"""Hooke's atom, k = 1/4, Hartree atomic units, exact singlet ground state
psi = C (1 + r12/2) exp(-(r1^2 + r2^2)/4).  With s = sqrt(pi), D = 8 + 5 s:
  <delta(r12)>    = 1/(4 pi D)
  <p1^4 + p2^4>   = (78 + 73 s)/(8 D)     (squared norms of p_i^2 psi)
  W = <p1 G p2>   = s/(2 D),  G_ij = (delta_ij + n_i n_j)/r12, n = unit r12.
P, p: total and relative momentum, p1 = P/2 + p, p2 = P/2 - p.
phi(r): relative wave function.  The closed forms are compared with
quadrature in the original electron coordinates, a grid diagonalization
and a momentum-space integral.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal


def gauss(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


# Electron 1 on the z axis at distance a; electron 2 displaced from it by
# length u at polar angle arccos(c).  Volume element 8 pi^2 a^2 u^2 da du dc.
a1, wa = gauss(56, 0.0, 11.0)
u1, wu = gauss(64, 0.0, 18.0)
c1, wc = gauss(40, -1.0, 1.0)
a, u, c = np.meshgrid(a1, u1, c1, indexing="ij")
weight = (8 * np.pi**2 * a**2 * u**2
          * wa[:, None, None] * wu[None, :, None] * wc[None, None, :])
zero = np.zeros_like(a)
sin_t = np.sqrt(1 - c**2)
pos1 = [zero, zero, a]
pos2 = [u * sin_t, zero, a + u * c]
n_vec = [-sin_t, zero, -c]

X1 = sp.symbols("x1 y1 z1", real=True)
X2 = sp.symbols("x2 y2 z2", real=True)
R12 = sp.sqrt(sum((p - q)**2 for p, q in zip(X1, X2)))
GAUSSIAN = sp.exp(-sum(q**2 for q in X1 + X2) / 4)


def expectations(psi):
    """Expectation values from Cartesian derivatives of a real psi."""
    g1 = [sp.diff(psi, q) for q in X1]
    g2 = [sp.diff(psi, q) for q in X2]
    lap1 = sum(sp.diff(psi, q, 2) for q in X1)
    lap2 = sum(sp.diff(psi, q, 2) for q in X2)
    mixed = [sp.diff(g, q) for g in g1 for q in X2]
    func = sp.lambdify(X1 + X2, [psi, lap1, lap2] + g1 + g2 + mixed,
                       "numpy", cse=True)
    v = [np.broadcast_to(t, a.shape) for t in func(*pos1, *pos2)]
    f, l1, l2 = v[:3]
    d1, d2 = v[3:6], v[6:9]
    m = [v[9 + 3 * i:12 + 3 * i] for i in range(3)]
    norm = np.sum(weight * f**2)

    def mean(t):
        return np.sum(weight * t) / norm

    def dot(p, q):
        return sum(x * y for x, y in zip(p, q))

    trace = m[0][0] + m[1][1] + m[2][2]
    nmn = sum(n_vec[i] * m[i][j] * n_vec[j]
              for i in range(3) for j in range(3))
    total = [x + y for x, y in zip(d1, d2)]
    rel = [(x - y) / 2 for x, y in zip(d1, d2)]
    same = sp.lambdify(X1 + X2, psi, "numpy")
    coal = quad(lambda r: 4 * np.pi * r**2
                * same(0.0, 0.0, r, 0.0, 0.0, r)**2, 0, 12,
                epsabs=1e-12, epsrel=1e-12)[0] / norm
    potential = (a**2 + pos2[0]**2 + pos2[2]**2) / 8 + 1 / u
    return {
        "norm": norm, "coal": coal,
        "local": -(l1 + l2) / (2 * f) + potential,
        "p4sum": mean(l1**2 + l2**2),
        "P2": mean(dot(total, total)), "p2": mean(dot(rel, rel)),
        "P4": mean((l1 + l2 + 2 * trace)**2),
        "p4": mean(((l1 + l2 - 2 * trace) / 4)**2),
        "Pp2": mean(((l1 - l2) / 2)**2),
        "inv_r": mean(f**2 / u),
        "grad_r": mean(dot(rel, rel) / u),
        "W_dot": mean(dot(d1, d2) / u),
        "W_nn": mean(dot(n_vec, d1) * dot(n_vec, d2) / u),
        "W_right": mean(-f * (trace + nmn) / u),
    }


exact = expectations((1 + R12 / 2) * GAUSSIAN)
product = expectations(GAUSSIAN)

# Closed forms
s = np.sqrt(np.pi)
D = 8 + 5 * s
closed = {
    "coal": 1 / (4 * np.pi * D),
    "P2": 1.5, "P4": 15 / 4,
    "p2": (16 + 13 * s) / (8 * D),
    "p4": (32 + 87 * s) / (64 * D),
    "p4sum": (78 + 73 * s) / (8 * D),
    "inv_r": (4 + 2 * s) / D,
    "grad_r": (1 + s / 4) / D,
    "W_dot": (1 + s) / (2 * D),
    "W_nn": -1 / (2 * D),
}
W = s / (2 * D)
for key, value in closed.items():
    assert abs(exact[key] - value) < 1e-8, (key, exact[key], value)
W_numeric = exact["W_dot"] + exact["W_nn"]
assert abs(W_numeric - W) < 1e-8
assert abs(exact["W_right"] - W) < 1e-8      # operator ordering is immaterial
assert abs(exact["Pp2"] - closed["P2"] * closed["p2"] / 3) < 1e-8

# psi solves the two-electron Schroedinger equation with E = 2
local_error = np.max(np.abs(exact["local"] - 2))
assert local_error < 1e-7

# Lowest s state of the relative Hamiltonian on a radial grid
h = 0.005
grid = h * np.arange(1, 4000)
eps_grid = eigh_tridiagonal(2 / h**2 + grid**2 / 16 + 1 / grid,
                            -np.ones(grid.size - 1) / h**2,
                            select="i", select_range=(0, 0))[0][0]
assert abs(eps_grid - 1.25) < 1e-4           # second-order grid error

# Relative p^4 from the momentum distribution, cutoff K plus leading tail
r, wr = gauss(700, 0.0, 20.0)
phi = (1 + r / 2) * np.exp(-r**2 / 8)
phi_norm = 4 * np.pi * np.sum(wr * r**2 * phi**2)
K = 40.0
k, wk = gauss(400, 0.0, K)
phi_k = 4 * np.pi / k * (np.sin(np.outer(k, r)) @ (wr * r * phi))
density_k = 4 * np.pi * k**2 * phi_k**2 / ((2 * np.pi)**3 * phi_norm)
assert abs(np.sum(wk * density_k) - 1) < 1e-7
p4_cut = np.sum(wk * k**4 * density_k)
p4_tail = 8 / (phi_norm * K)
assert abs(p4_cut + p4_tail - closed["p4"]) < 5e-6   # next tail term ~ K^-3

# Pointwise phi * nabla^4 phi for r > 0 misses the delta function at r = 0
x = sp.symbols("x", positive=True)
phi_x = (1 + x / 2) * sp.exp(-x**2 / 8)
integrand = sp.lambdify(x, sp.simplify(x * phi_x * sp.diff(x * phi_x, x, 4)))
p4_pointwise = 4 * np.pi * quad(integrand, 0, 25, epsabs=1e-12)[0] / phi_norm
assert abs(p4_pointwise - exact["p4"] - 4 * np.pi * exact["coal"]) < 1e-8

# Product function without the correlation factor
product_W = product["W_dot"] + product["W_nn"]
assert abs(product_W) < 1e-9
assert abs(product["coal"] - 1 / (8 * np.pi**1.5)) < 1e-9
assert abs(product["p4sum"] - 15 / 8) < 1e-8

alpha = constants.fine_structure
to_cm = constants.value("hartree-inverse meter relationship") / 100
E_mv = -alpha**2 / 8 * closed["p4sum"]
E_oo = -alpha**2 / 2 * W

print("All values in Hartree atomic units unless a unit is given")
print(f"force constant k                      {0.25:.2f}")
print(f"sqrt(pi)                              {s:.6f}")
print(f"D = 8 + 5 sqrt(pi)                    {D:.6f}")
print(f"largest |local energy - 2|            {local_error:.1e}")
print(f"relative energy, grid                 {eps_grid:.5f}")
print(f"<P^2>                                 {closed['P2']:.6f}")
print(f"<P^4>                                 {closed['P4']:.6f}")
print(f"<p^2> relative                        {closed['p2']:.6f}")
print(f"<p^4> relative                        {closed['p4']:.6f}")
print(f"<(P.p)^2>, quadrature                 {exact['Pp2']:.6f}")
print(f"<1/r12>                               {closed['inv_r']:.6f}")
print(f"integral of phi'^2/r                  {closed['grad_r']:.6f}")
print(f"coalescence density, closed           {closed['coal']:.8f}")
print(f"coalescence density, quadrature       {exact['coal']:.8f}")
print(f"<p1^4+p2^4>, closed                   {closed['p4sum']:.8f}")
print(f"<p1^4+p2^4>, quadrature               {exact['p4sum']:.8f}")
print(f"W, delta_ij part                      {closed['W_dot']:.8f}")
print(f"W, n_i n_j part                       {closed['W_nn']:.8f}")
print(f"W, closed                             {W:.8f}")
print(f"W, quadrature                         {W_numeric:.8f}")
print(f"W, both derivatives on the right      {exact['W_right']:.8f}")
print(f"momentum cutoff K                     {K:.1f}")
print(f"relative p^4 below K                  {p4_cut:.6f}")
print(f"relative p^4 leading tail above K     {p4_tail:.6f}")
print(f"relative p^4 below K plus tail        {p4_cut + p4_tail:.6f}")
print(f"relative p^4, pointwise (wrong)       {p4_pointwise:.6f}")
print(f"pointwise excess, relative            {p4_pointwise - closed['p4']:.6f}")
print(f"pointwise excess, two-electron sum    {2 / D:.6f}")
print(f"product function: coalescence density {product['coal']:.8f}")
print(f"product function: <p1^4+p2^4>         {product['p4sum']:.6f}")
print(f"product function: |W| below 1e-9      {abs(product_W) < 1e-9}")
print(f"fine-structure constant alpha         {alpha:.9f}")
print(f"mass-velocity energy                  {E_mv * 1e6:.4f} microhartree")
print(f"mass-velocity energy                  {E_mv * to_cm:.5f} cm^-1")
print(f"orbit-orbit energy                    {E_oo * 1e6:.4f} microhartree")
print(f"orbit-orbit energy                    {E_oo * to_cm:.5f} cm^-1")
print("all good")
```

Output:

```
All values in Hartree atomic units unless a unit is given
force constant k                      0.25
sqrt(pi)                              1.772454
D = 8 + 5 sqrt(pi)                    16.862269
largest |local energy - 2|            2.2e-11
relative energy, grid                 1.25000
<P^2>                                 1.500000
<P^4>                                 3.750000
<p^2> relative                        0.289418
<p^4> relative                        0.172541
<(P.p)^2>, quadrature                 0.144709
<1/r12>                               0.447443
integral of phi'^2/r                  0.085582
coalescence density, closed           0.00471926
coalescence density, quadrature       0.00471926
<p1^4+p2^4>, closed                   1.53737560
<p1^4+p2^4>, quadrature               1.53737560
W, delta_ij part                      0.08220880
W, n_i n_j part                       -0.02965200
W, closed                             0.05255680
W, quadrature                         0.05255680
W, both derivatives on the right      0.05255680
momentum cutoff K                     40.0
relative p^4 below K                  0.171596
relative p^4 leading tail above K     0.000944
relative p^4 below K plus tail        0.172540
relative p^4, pointwise (wrong)       0.231845
pointwise excess, relative            0.059304
pointwise excess, two-electron sum    0.118608
product function: coalescence density 0.02244839
product function: <p1^4+p2^4>         1.875000
product function: |W| below 1e-9      True
fine-structure constant alpha         0.007297353
mass-velocity energy                  -10.2334 microhartree
mass-velocity energy                  -2.24598 cm^-1
orbit-orbit energy                    -1.3994 microhartree
orbit-orbit energy                    -0.30712 cm^-1
all good
```
